# Second-order Douglas-Kroll-Hess Hamiltonian: two derivations and 1s energies, part 2

The second-order Douglas-Kroll-Hess Hamiltonian, DKH2, separates the electronic states of the Dirac Hamiltonian $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$ from the negative-energy states by expanding in $V$ with $c$ kept exact. Units are Hartree atomic units with $m=1$ and $c=137.036$. The potential has the kernel $V(\mathbf p,\mathbf p')=(2\pi)^{-3}\int d^3r\,e^{-i(\mathbf p-\mathbf p')\cdot\mathbf r}V(\mathbf r)$, and orders count powers of $\lambda$ under $V\to\lambda V$. Even operators are block diagonal, odd ones block off-diagonal. With

$$E=c\sqrt{p^2+c^2},\qquad A=\sqrt{\frac{E+c^2}{2E}},\qquad r=\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+c^2},$$

the free-particle transformation turns $H$ into

$$H_1=\begin{pmatrix}E+e_+&o\\ o^\dagger&-E+e_-\end{pmatrix},$$

where $e_+$ and $e_-$ have the form $A(V+rVr)A$ and $o=A(rV-Vr)A$. Dropping $o$ gives $h_{\rm DKH1}=E-c^2+e_+$.

A second unitary transformation, $U_1=1+W_1+\tfrac12W_1^2+\dots$, removes $o$ at first order. Its odd, anti-Hermitian generator $W_1$ has $w$ at the upper right and $-w^\dagger$ at the lower left, with $w(\mathbf p,\mathbf p')=o(\mathbf p,\mathbf p')/(E_p+E_{p'})$. The result is $h_{\rm DKH2}=E-c^2+A(V+rVr)A+e_2$, with

$$e_2(\mathbf p,\mathbf p')=\tfrac12\int d^3q\;o(\mathbf p,\mathbf q)\,o^\dagger(\mathbf q,\mathbf p')\left[\frac1{E_p+E_q}+\frac1{E_q+E_{p'}}\right],$$

where $\mathbf q$ is the intermediate momentum. DKH3 adds the upper block of $\tfrac12[W_1,[W_1,\mathcal E_1]]$, where $\mathcal E_1$ has the diagonal blocks $e_+$ and $e_-$.

In the list of computed values, E1 and E2 stand for $e_+$ and $e_2$. Its first lines compare them with finite differences in $\lambda$ of the Hamiltonian decoupled without expansion, on a finite momentum grid, and test three forms of $U_1$.

The main example is the 1s level of Hg⁷⁹⁺, one electron in the field of a point nucleus with $Z=80$.

## Relation to the expansion in $1/c$

The function $\sqrt{1+p^2/c^2}$ has branch points at $p=\pm ic$, so the power series of $E$, $A$ and $k=cp/(E+c^2)$ in $p/c$ have radius of convergence $p=c$ and diverge for $p>c$, whereas $A\le1$ and $k<1$ for all $p$. At $p=c$ the values are $E=1.41421c^2$, $A=0.92388$, $k=0.41421$; at $p'=2c$ they are $2.23607c^2$, $0.85065$, $0.61803$. For parallel momenta and spin along them, the factor multiplying $V(\mathbf p,\mathbf p')$ in $w$ is $0.92388\times0.85065\times(0.41421-0.61803)/(3.65028\,c^2)=-0.0439/c^2$. The leading $1/c$ form, with $A=1$, $k=p/2c$ and denominator $2c^2$, gives $(0.5-1)/2c^2=-0.25/c^2$.

For a smooth potential and $p\ll c$, $E\approx c^2+p^2/2$ gives $A^2\approx1-p^2/4c^2$, $A\approx1-p^2/8c^2$ and $r\approx\boldsymbol\sigma\cdot\mathbf p/2c$. Using $\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p)$ and $\mathbf p\times V\mathbf p=-i\nabla V\times\mathbf p$,

$$e_+-V\approx-\frac{p^2V+Vp^2-2\mathbf p\cdot V\mathbf p}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}.$$

The first numerator is $\sum_j[p_j,[p_j,V]]=-\nabla^2V$, so this is the Darwin term $\nabla^2V/8c^2$ plus spin-orbit coupling. Likewise $o\approx[\boldsymbol\sigma\cdot\mathbf p,V]/2c=-i\boldsymbol\sigma\cdot\nabla V/2c$, and $e_2\approx oo^\dagger/2c^2=(\nabla V)^2/8c^4$. For the well $V=-e^{-r^2}$ and the state $e^{-r^2/2}$ the ratios of the full averages to these limits are $0.99893$ and $0.99625$ at a model value $c=50$, and $0.99993$ and $0.99976$ at $c=200$.

For $V=-Z/r$ the limit fails, since $\int r^{-4}r^2dr$ diverges at the origin. The full kernel gives a finite result. For $Z\ll c$ the 1s state has $p\sim Z$, while the intermediate momenta that matter are $q\sim c$. Then $A_p\to1$, $r_{\mathbf p}\to0$, $E_p\to c^2$ and $V(\mathbf q,\mathbf p)\to-Z/2\pi^2q^2$, and the momentum wave function enters only through $\int d^3p\,\phi(\mathbf p)=(2\pi)^{3/2}\psi(0)$. With $|\psi(0)|^2=Z^3/\pi$ and $A_q^2k_q^2=(E_q-c^2)/2E_q$,

$$\langle e_2\rangle\to\int4\pi q^2dq\;\frac{Z^2}{4\pi^4q^4}\,(2\pi)^3\,\frac{Z^3}{\pi}\,\frac{E_q-c^2}{2E_q(E_q+c^2)}=\frac{8Z^5}{\pi}\int_0^\infty\frac{dq}{q^2}\,\frac{E_q-c^2}{2E_q(E_q+c^2)} .$$

Setting $q=cx$, $E_q=c^2e$ and $x^2=(e-1)(e+1)$ turns the integral into $J/c^3$ with $J=\int_0^\infty dx/[2e(e+1)^2]$. The substitution $x=\sinh2y$ gives $e=\cosh2y$, $dx=2e\,dy$ and $e+1=2\cosh^2y$, so $J=\tfrac14\int_0^\infty\operatorname{sech}^4y\,dy=\tfrac14\int_0^1(1-\tau^2)\,d\tau=\tfrac16$ with $\tau=\tanh y$. Hence

$$\langle e_2\rangle_{1s}\to\frac{4Z^5}{3\pi c^3}\qquad(Z/c\to0).$$

An odd power of $1/c$ cannot occur in a series in $1/c^2$; the divergent integral has been cut off at $r\sim1/c$. The first correction follows to logarithmic accuracy from the range $1/c\ll r\ll1/Z$, where $(\nabla V)^2/8c^4$ is valid and $|\psi|^2\approx(Z^3/\pi)(1-2Zr)$. The term $-2Zr$ contributes $(Z^5/2c^4)\int(-2Z)\,dr/r=-(Z^6/c^4)\ln(c/Z)$, a relative correction $-(3\pi/4)(Z/c)\ln(c/Z)$. For $Z=1$ and model $c=10^3$ this is $-2.36\times10^{-3}\times6.9=-0.016$; the computed ratio of $\langle e_2\rangle$ in the Schrödinger 1s state to the law is $0.9849$, and $0.9997$ at $c=10^5$. At the physical $c$ and $Z=1$, Dirac minus DKH1 is $1.5274\times10^{-7}$ hartree, DKH2 minus DKH1 is $1.5283\times10^{-7}$, and the law gives $1.6492\times10^{-7}$. Between $Z=1$ and $Z=2$ the first difference grows as $Z^{4.92}$.

## The radial problem

For $1s_{1/2}$ take the upper component $g(p)\Omega$ with $\Omega=Y_{00}\chi$ and $\chi$ a constant spinor, and the lower component $f(p)\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\Omega$. The lower angular function is linear in $\hat{\mathbf p}$, so it has $l=1$, and $(\boldsymbol\sigma\cdot\hat{\mathbf p})^2=1$ makes both off-diagonal elements of $H$ equal to $+cp$. Then $r\to k$, $e_+=A(V_0+kV_1k)A$ and $o=A(kV_1-V_0k)A$, with $V_l$ the partial-wave potentials.

Write $|\mathbf p-\mathbf p'|^2=2pp'(z-\cos\theta)$ with $z=(p^2+p'^2)/2pp'$, and define $Q_l(z)=\tfrac12\int_{-1}^1P_l(x)\,dx/(z-x)$. A rotation-invariant kernel acts on $Y_{lm}$ as $2\pi\int P_l(x)(\cdot)\,dx$, so $V_l(p,p')=-(Z/2\pi^2)(2\pi Q_l/pp')=-ZQ_l/\pi pp'$ with measure $p'^2dp'$. With $t=\ln p$ and $u=p^{3/2}g$, normalized in $dt$, $z=\cosh(t-t')$ and

$$V_l=-\frac Z\pi\sqrt p\;Q_l(\cosh(t-t'))\sqrt{p'} .$$

The integrals give $Q_0=\ln\coth(|t|/2)=2\sum_{n\ge0}e^{-(2n+1)|t|}/(2n+1)$ and $Q_1=Q_0\cosh t-1=\sum_{m\ge1}4m\,e^{-2m|t|}/(4m^2-1)$. Each $e^{-b|t|}$ has the Fourier transform $2b/(b^2+s^2)$. For $l=0$ the sum $\sum4/[(2n+1)^2+s^2]$ is the partial-fraction series of $\pi\tanh(\pi s/2)/s$. For $l=1$ the terms are $\frac{4}{1+s^2}\left[\frac1{4m^2-1}+\frac{s^2}{4m^2+s^2}\right]$, and the two sums are $\tfrac12$ and $\tfrac{\pi s}4\coth(\pi s/2)-\tfrac12$. The symbols of $Q_l/\pi$ are thus $\hat g_0=\tanh(\pi s/2)/s$ and $\hat g_1=s\coth(\pi s/2)/(1+s^2)$, both tested by quadrature. On a uniform grid of step $h$ in $t$, with sinc functions as basis, the convolution has elements $\pi^{-1}\int_0^\pi\hat g_l(\theta/h)\cos(n\theta)\,d\theta$ for points $n$ steps apart, functions of $p$ are taken as diagonal, and $w$ is $o$ divided element by element by $E_i+E_j$.

Two properties follow. Measuring $p$ in units of $c$ makes $o\propto Zc$ and $E\propto c^2$, so $w$ is $Z/c$ times a fixed operator: for a Coulomb field the expansion in $V$ is one in $Z/c$, with coefficients exact in $p/c$. Also, for $p\gg c$, $A^2\to\tfrac12$ and $k\to1$, so $h_{\rm DKH1}\to\sqrt p\,[c-Z(\hat g_0+\hat g_1)/2]\sqrt p$. As $Q_l>0$, the symbols are largest at $s=0$, where they equal $\pi/2$ and $2/\pi$. DKH1 is therefore unbounded below for $Z/c>2/(\pi/2+2/\pi)$, a value between $2/3$ and $1$. Mercury, with $Z/c=0.584$, lies below it.

## Worked example: hydrogen-like 1s levels

The model is one electron and a fixed point nucleus; nuclear size, recoil and radiative effects are absent, so the digits belong to the model and not to the ions. The Dirac column is the closed form $c^2(\sqrt{1-Z^2/c^2}-1)$, which the four-component grid calculation is tested to match within $10^{-6}$ relative. The Pauli column is first-order perturbation theory on the Schrödinger value $-Z^2/2$: from $p^2\psi=2(Z/r-Z^2/2)\psi$, $\langle1/r\rangle=Z$ and $\langle1/r^2\rangle=2Z^2$ one gets $\langle p^4\rangle=5Z^4$, so $-\langle p^4\rangle/8c^2$ and the Darwin term $4\pi Z|\psi(0)|^2/8c^2=Z^4/2c^2$ add up to $-Z^4/8c^2$. Energies are in hartree.

| $Z$ | Pauli | DKH1 | DKH2 | Dirac |
|---|---|---|---|---|
| 20 | −201.065 | −201.341 | −201.073 | −201.077 |
| 40 | −817.040 | −823.894 | −817.616 | −817.807 |
| 60 | −1886.267 | −1934.203 | −1893.898 | −1895.682 |
| 80 | −3472.647 | −3686.449 | −3523.325 | −3532.192 |

The Pauli value is closer to the Dirac value than DKH1 is, for every $Z$ in the table; at $Z=80$ its error is $-3472.647+3532.192=59.545$ hartree against $-154.257$. At small $Z/c$ this follows from the orders: the Pauli value consists of the first two terms in the expansion of the closed form and misses $-Z^6/16c^4$, while DKH1 misses $+4Z^5/3\pi c^3$, which is of one order lower in $Z/c$, hence larger at small $Z/c$, and has the sign that places DKH1 below Dirac. The Pauli figure is only a first-order estimate, whereas the DKH figures are eigenvalues of their operators.

For Hg⁷⁹⁺ the grid has $h=0.2$ and 118 points from $p=8\times10^{-3}$ to $1.16\times10^8$; a finer and longer grid changes no energy by more than $8.4\times10^{-6}$ hartree. In the DKH2 eigenstate the averages of $E-c^2$, $AVA$, $ArVrA$ and $e_2$ add as

$$4461.783-7590.612-547.286+152.790=-3523.325 .$$

The shift from DKH1 is $-3523.325+3686.449=163.124$ hartree, larger than $\langle e_2\rangle=152.790$. This is required: the average of $h_{\rm DKH1}$ in the DKH2 state, $-3523.325-152.790=-3676.115$, cannot lie below the lowest DKH1 eigenvalue. The small-$Z$ law would give $540.4$ hartree and does not apply at $Z/c=0.584$. Less than a sixth of the norm of the state lies at $p>c$, yet more than nine tenths of $\langle e_2\rangle$ comes from intermediate momenta $q>c$, where the series in $p/c$ diverge. The sums over grid points above $c$ are $0.155$ and $0.93$; both are too high, the first by about a tenth, because the cell of the first such point reaches below $c$. Integrated from $p=c$ upward, the two fractions are $0.139$ and $0.92$.

The norm of $W_1$ in this channel and on this grid is $0.109$, or $0.187\,Z/c$. It rises slowly with the upper momentum cutoff towards the value set by $p\gg c$, where $w$ becomes a convolution in $t$ with kernel $(Z/c)(Q_0-Q_1)/[4\pi\cosh(t/2)]$, whose integral is $0.193\,Z/c$, or $0.113$. The generator is therefore small although $Z/c$ is not. Relative to the magnitude of the Dirac energy, the errors are $-4.37\,\%$ for DKH1 and $+0.251\,\%$ for DKH2. With 1 hartree $=27.2114$ eV, DKH2 gives $-95\,875$ eV against the Dirac value $-96\,116$ eV, an error of $241$ eV, where DKH1 is off by $-4198$ eV. DKH3 gives $-3533.120$ hartree, $0.927$ below the Dirac value. The errors alternate in sign over these three orders, so a truncated DKH Hamiltonian gives no one-sided bound that holds at every order; the signs at second and third order are results of this calculation and have not been derived in general.

## Values computed for the example and the checks

```
c = 137.035999 a.u.; 1 Eh = 27.211386 eV
exact decoupling vs E1, rel. dev. = 1.1e-07; vs E2 = 2.8e-06
E2 with denominator 2c^2 instead, rel. dev. = 7.34
eigenvalue error of DKH1 scales as lambda^2.00
eigenvalue error of DKH2 scales as lambda^2.99
eigenvalue error of DKH3 scales as lambda^4.00
U1 exponential: even remainder lambda^3.00, odd lambda^2.00
U1 Cayley: even remainder lambda^3.00, odd lambda^2.00
U1 square root: even remainder lambda^3.00, odd lambda^2.00
Gaussian well, c=50: <E1-V>/Darwin = 0.99893, <E2>/<(gradV)^2/8c^4> = 0.99625
Gaussian well, c=200: <E1-V>/Darwin = 0.99993, <E2>/<(gradV)^2/8c^4> = 0.99976
integral J = 0.16666667; 8J/pi = 0.424413
Z=1, model c=1e+03: <E2>/(4Z^5/3 pi c^3) = 0.9849
Z=1, model c=1e+05: <E2>/(4Z^5/3 pi c^3) = 0.9997
Z=1: Dirac-DKH1 = 1.5274e-07, DKH2-DKH1 = 1.5283e-07, law = 1.6492e-07 Eh
Z=2: Dirac-DKH1 = 4.6232e-06, DKH2-DKH1 = 4.6289e-06, law = 5.2776e-06 Eh
Dirac-DKH1 scales as Z^4.92 between Z=1 and Z=2
1s energies in Eh: Z, Schroedinger, Pauli, DKH1, DKH2, Dirac grid, Dirac exact
20 -200.0 -201.065 -201.341 -201.073 -201.077 -201.077
   DKH1-Dirac = -0.265 Eh, DKH2-Dirac = 0.0040 Eh
40 -800.0 -817.040 -823.894 -817.616 -817.807 -817.807
   DKH1-Dirac = -6.087 Eh, DKH2-Dirac = 0.1917 Eh
60 -1800.0 -1886.267 -1934.203 -1893.898 -1895.682 -1895.682
   DKH1-Dirac = -38.521 Eh, DKH2-Dirac = 1.7847 Eh
80 -3200.0 -3472.647 -3686.449 -3523.325 -3532.192 -3532.192
   DKH1-Dirac = -154.257 Eh, DKH2-Dirac = 8.8672 Eh
Hg79+: Z/c = 0.58379; grid h = 0.2, points = 118, p = 8e-03 to 1.16e+08 a.u.
largest energy change on a finer, longer grid = 8.4e-06 Eh
DKH2 1s <E-c^2> = 4461.783 Eh
DKH2 1s <AVA> = -7590.612 Eh
DKH2 1s <ArVrA> = -547.286 Eh
DKH2 1s <E2> = 152.790 Eh
share of <E2> from intermediate q > c = 0.93
weight of the DKH2 1s state at p > c = 0.155
norm of W1 = 0.1092; divided by Z/c = 0.1870
small-Z law 4Z^5/(3 pi c^3) at Z=80 = 540.4 Eh
DKH3 = -3533.120 Eh, DKH3-Dirac = -0.927 Eh
DKH2 = -95874.6 eV, Dirac = -96115.8 eV
DKH1-Dirac = -4197.5 eV, DKH2-Dirac = 241.3 eV
relative errors: DKH1 -4.37 %, DKH2 0.251 %
p = 1c: E/c^2 = 1.41421, A = 0.92388, k = 0.41421
p = 2c: E/c^2 = 2.23607, A = 0.85065, k = 0.61803
```
